One-cycle-per-fringe error from reference-frequency leakage in a heterodyne interferometer, part 2

A heterodyne interferometer sends reference light (angular frequency ω1, wavenumber k1) to a fixed mirror and measurement light (ω2, k2) to a target. Some ω1 light leaks into the measurement arm and falsifies the displacement reading. Waves are written exp(ikz − iωt). The target's displacement d is positive when it recedes, λ = 2π/k2, and one fringe is λ/2. Angles in the formulas are in radians.

At the detector, the proper reference and measurement light have real amplitudes A1 and A2. The leaked light has ε times the amplitude of the proper reference light, with 0 < ε < 1, and the phase ψ = 2k1d + δ relative to it, where δ is the value at d = 0.

Let U1 and U2 be the total complex amplitudes at ω1 and ω2, let Ω = ω2 − ω1, and let a star denote the complex conjugate. The phase meter multiplies the photocurrent by exp(iΩt) and averages over whole beat periods. With C = U2 U1*, this gives, for a target nearly at rest,

C + C*⟨exp(2iΩt)⟩ = C.

The phase of C is the beat phase. Apart from a constant factor, C is

P = exp(2ik2d) [1 + ε exp(−iψ)]
= exp(2ik2d) + ε exp[2i(k2 − k1)d − iδ].

The displacement error, reading minus true value, is

e(d) = −(λ/4π) arctan[ε sin ψ/(1 + ε cos ψ)] ≈ −(λ/4π) ε sin ψ.

Its peak is (λ/4π) arcsin ε, and it averages to zero over a fringe. The phase error α = arg[1 + ε exp(−iψ)] follows from the series, valid for |z| < 1,

ln(1 + z) = z − z²/2 + z³/3 − …

which gives

α = −ε sin ψ + (ε²/2) sin 2ψ − (ε³/3) sin 3ψ + …

If a perfect polarizing beam splitter separates the arms and only the ω1 polarization is tilted, by an angle θ, then

ε = ρ tan θ, with ρ = r_m/r_r,

where r_m and r_r are the amplitude transmissions of the measurement and reference arms, from the splitter to the detector and including the analyser, the polarizer that brings both beams to a common polarization.

**Q.** Give me a case with numbers.

**A.** Consider a stage, or a film step coated with the same opaque metal on both levels, measured with a red helium-neon laser. Take λ = 633 nm, a frequency split of 2 MHz, a tilt of 2 degrees and ρ = 0.90. For the leak,

tan θ = 0.03492,
ε = 0.90 × 0.03492 = 0.03143,
ε² = 9.88 × 10⁻⁴.

In power, the leak is one thousandth of the proper reference light. One radian of beat phase corresponds to

λ/4π = 633 nm/(4π) = 50.37 nm.

The first-order peak error is therefore

50.37 nm × 0.03143 = 1.583 nm.

**Q.** One thousandth of the power sounds harmless. Why is it not one thousandth of a radian?

**A.** Because the false beat is proportional to the leaked amplitude, and the amplitude ratio is the square root of the power ratio. To reduce the error tenfold, the leaked power must be reduced a hundredfold, with the proper reference light held fixed.

**Q.** I would like to see the readings themselves, not the sine once more.

**A.** The following values come from squaring the summed oscillating fields and extracting the beat phase numerically, with δ = 0. The arctangent was not used to obtain them, and it agrees with them. All values are in nm, and each is rounded separately.

true 0.000, read 0.000, error 0.000
true 39.562, read 38.468, error −1.095
true 79.125, read 77.542, error −1.583
true 118.688, read 117.543, error −1.145
true 158.250, read 158.250, error 0.000
true 197.812, read 198.957, error +1.145
true 237.375, read 238.958, error +1.583
true 276.938, read 278.032, error +1.095
true 316.500, read 316.500, error 0.000

The error goes through one cycle in one fringe of 316.5 nm.

**Q.** The second and fourth errors should be equal for a sine, since they lie symmetrically about the negative peak. They are not.

**A.** That is the two-cycle term of the series. Its coefficient is

(λ/4π) ε²/2 = 50.37 nm × 9.88 × 10⁻⁴/2 = 0.025 nm.

At these two points ψ is π/4 and 3π/4, so the one-cycle term is the same, −1.583 nm × 0.707 = −1.119 nm. The two-cycle term is +0.025 nm at the first and −0.025 nm at the second. The sums are −1.094 nm and −1.144 nm, which agree with the simulated −1.095 nm and −1.145 nm within the rounding and the small third harmonic.

**Q.** What would this do to a measured step?

**A.** It depends on where the step begins. Let a stage make the step, so that the meter can follow the phase all the way. A true step of a quarter wavelength, 158.25 nm, from the first position in the list to the fifth is read correctly. The same step from the third position to the seventh is read as

238.958 nm − 77.542 nm ≈ 161.42 nm.

It comes out 3.17 nm too long, which is 2.0 percent of the true step. The two measurements differ only in the starting point. A step of a whole fringe has no such error, apart from the tiny effect of k2 − k1, because its two ends have the same ψ.

At the sharp edge of a film the phase jumps instead, and a jump is known only up to whole turns. The leak causes the same kind of error there, but the number of whole fringes in the height must be known from elsewhere. For a step near a quarter wavelength, even the direction of the jump is in doubt.

If the operator sets the display to zero at the start, only a constant is subtracted. Differences between positions do not change, so zeroing does not remove the error.

**Q.** Can I find out whether my own instrument has this leak, without a better instrument to compare it with?

**A.** The beat amplitude gives a hint. From the expression for P,

|P|² = (1 + ε cos ψ)² + ε² sin²ψ = 1 + 2ε cos ψ + ε².

The amplitude |P| therefore varies between 1 − ε and 1 + ε as the target moves through a fringe, and

(|P|max − |P|min)/(|P|max + |P|min) = ε.

A more specific sign is obtained by blocking the reference arm. A perfect instrument then shows no beat, since ω1 light no longer reaches the detector. With the leak, the light in the measurement arm still contains both frequencies. The remaining beat has the amplitude εA1A2 instead of A1A2. In the simulated example, both the amplitude ripple and the remaining beat, taken relative to the midpoint between the largest and smallest unblocked amplitudes, gave 0.03143, the value of ε. The remaining beat shows that both frequencies are present in the measurement arm, but it measures the error only when the ω1 light alone leaks. If both polarizations are rolled together, a case treated below, the remaining beat has about the same size while the one-cycle error is much smaller or zero. If the ω2 light alone leaks into the reference arm, no beat remains although a one-cycle error is present.

**Q.** If I know the leak, can I subtract it?

**A.** Within this model, yes. Over a travel on which k2 − k1 is negligible, P moves on a circle whose centre is ε exp(−iδ). If the instrument delivers the amplitude as well as the phase of the beat, the centre can be found from a scan over a fringe and subtracted before the phase is taken. Another way is to measure the same step from many starting points spread evenly over a fringe and to average the results. The error at each end of the step then averages to zero. Both remedies need a target that can be moved and a leak that stays constant: for the first, between the scan and the measurement, and for the second, throughout the series of measurements.

**Q.** Your tilt affects one frequency alone. If I mount the laser with a slight roll, both polarizations turn together. Surely that is at least as bad?

**A.** For equal arms it is much better, because the second leak cancels the one-cycle error of the first. Let both polarizations turn by θ and remain perpendicular. The ω1 light again has the components cos θ and sin θ. The ω2 light has cos θ in the measurement arm and −sin θ in the reference arm, with the minus sign required by perpendicularity. Let φ be the phase of the measurement arm relative to the reference arm, taken as the same for both frequencies. Then, up to common factors,

U1 = cos θ + ρ sin θ exp(iφ),
U2 = ρ cos θ exp(iφ) − sin θ.

With τ = tan θ, take out the leading terms:

U2 U1* = ρ cos²θ exp(iφ) [1 − (τ/ρ) exp(−iφ)] [1 + ρτ exp(−iφ)].

The phase error is the sum of the arguments of the two brackets. Expand each logarithm as before, which requires τ/ρ < 1 and ρτ < 1. The first bracket gives +(τ/ρ) sin φ at first order, and the second gives −ρτ sin φ. The one-cycle part of the phase error is

τ(1/ρ − ρ) sin φ.

For ρ = 1 it vanishes. The brackets then multiply to 1 − τ² exp(−2iφ), and the leading phase error is τ² sin 2φ, with two cycles per fringe.

**Q.** And for your numbers?

**A.** For a roll of 2 degrees and ρ = 1, the two-cycle error is

50.37 nm × 0.03492² = 0.061 nm.

For ρ = 0.9 the cancellation is incomplete, and the one-cycle error is

50.37 nm × 0.03492 × (1/0.9 − 0.9) = 0.371 nm.

This is still less than a quarter of the 1.583 nm that the tilt of one polarization alone gives at the same angle and the same ρ. The advantage needs nearly equal arms. Since 1/ρ − ρ exceeds ρ for ρ < 1/√2, a roll is then worse than the single tilt: at ρ = 0.45 it gives 3.1 nm against 0.79 nm. At a given angle and ρ, a loss of perpendicularity on both polarizations is worse still. If the two polarizations turn in opposite senses by 2 degrees each, the sign of the ω2 leak is reversed, and the two contributions add to

50.37 nm × 0.03492 × (1/0.9 + 0.9) = 3.54 nm.

**Q.** You keep adding leaks. Is the original one even the largest error in such an instrument?

**A.** Not necessarily. Suppose a coated surface in the measurement arm reflects some ω2 light to the detector without letting it reach the target. Let the amplitude of this stray light be g, on a scale where the light returned by the target has amplitude ρ. The sum of the two is

ρ exp(iφ) + g exp(iγ) = ρ exp(iφ) [1 + (g/ρ) exp(iγ − iφ)],

where γ is the fixed phase of the stray light. The first-order phase error is −(g/ρ) sin(φ − γ), again one cycle per fringe. For a stray power of 10⁻³ on this scale, g = 0.0316, and the one-cycle displacement error is

50.37 nm × 0.0316/0.90 = 1.77 nm.

That is slightly more than the leak produces. The two one-cycle errors add like arrows. To first order, their joint amplitude can lie anywhere from 0.19 nm to 3.35 nm, depending on the phases. The estimate assumes that the stray beam overlaps the others fully. Tilting the surface reduces the overlap and with it the error. Note also the opposite dependence on the target: with g held fixed, a weaker target makes this error larger.

**Q.** What about the air, and a target that does not hold still?

**A.** Air can matter as much as the leak, but in a different way. Let 20 mm of the measurement arm have no counterpart in the reference arm, and let the air in it warm by 0.1 K at constant pressure. With a refractivity n − 1 of about 2.7 × 10⁻⁴ at 293 K, proportional to the density of the air and so to 1/T, the reading shifts by about

20 mm × 2.7 × 10⁻⁴ × 0.1/293 ≈ 1.8 nm.

Warmer air shortens the optical path, so the target seems to approach. This is a drift in time and does not repeat with each fringe, which allows it to be told apart from the leak.

For motion, take a speed of 1.0 mm/s and a reading that averages over 10 µs, or 20 beat periods. The target moves 10 nm during the reading. Compared with a target at rest at the midpoint, the simulated error changed by at most 0.046 nm over the fringe, about 3 percent of the peak error in this example. Most of this change does not come from the leak. For a moving target the term C*exp(2iΩt) no longer averages to zero. It leaves a remainder of relative size about 2k2v/(2Ω), which is v/(2Ω) = 0.040 nm in displacement, and this remainder is present for ε = 0 as well. It does not shrink with the leak, so at a tilt of 0.2 degrees it would be about a quarter of the peak error. Two conditions are needed for the target to count as at rest. The target must move only a small part of a fringe during a reading, here 10 nm out of 316.5 nm, and the fringe frequency 2v/λ, here about 3.2 kHz, must be far below the split of 2 MHz. The two frequencies become equal at

v = 633 nm × 2 MHz/2 = 0.63 m/s.

For a receding target and ω2 > ω1, the wanted beat has then dropped to zero frequency, and the present treatment fails well before that speed.

**Q.** And the small k2 − k1 that you have been neglecting?

**A.** Over a travel D, the ripple slips against the fringes of the measurement light by 2(k2 − k1)D. For D = 100 mm and a split of 2 MHz this is 0.0084 rad. The error at a given position changes by at most about

1.583 nm × 0.0084 = 0.013 nm.

**Q.** How near is all this to a real instrument?

**A.** The wavelength is that of the red helium-neon line to three figures, and splits of a few megahertz are used in real instruments. Acousto-optic modulators give larger ones, of tens of megahertz. The tilt of 2 degrees is a round value, and I regard it as large for a carefully adjusted instrument. At fixed ρ the error is nearly proportional to the tilt, so 0.2 degrees would give about 0.16 nm. One assumption that a real instrument need not satisfy is that one frequency alone leaks. The cases above show how this can change the 1.58 nm of the example: to 0.37 nm for a rigid roll of the same angle, and to 3.5 nm for opposite tilts. These are examples and not limits. On a film step whose two levels are of different materials, the phase of reflection changes as well, and each 0.1 rad of difference adds 5.0 nm to the apparent height or subtracts it. The calculated 1.58 nm is thus the share of one cause and not the total uncertainty of a measurement. The numerical output below lists the inputs and the main simulated results.

Values computed for the example and the checks

```
wavelength: 633.0 nm; fringe: 316.50 nm
frequency split: 2.0 MHz
polarization tilt: 2.0 degrees; tan: 0.03492
arm amplitude ratio rho: 0.90
leak amplitude ratio eps: 0.03143
leak power ratio eps^2: 9.878e-04
displacement per radian: 50.373 nm/rad
first-order peak error: 1.5831 nm
simulated peak error: 1.5834 nm
simulated peak-to-valley error: 3.1668 nm
one-cycle sine coefficient: -1.5831 nm
two-cycle sine coefficient: 0.0249 nm
largest first-order remainder: 0.0253 nm
true displacement, reading, error (nm):
     0.000    0.000    0.000
    39.562   38.468   -1.095
    79.125   77.542   -1.583
   118.688  117.543   -1.145
   158.250  158.250   -0.000
   197.812  198.957    1.145
   237.375  238.958    1.583
   276.938  278.032    1.095
   316.500  316.500    0.000
quarter-wave step, true: 158.250 nm
quarter-wave step, read: 161.415 nm
quarter-wave step, error: 3.165 nm
beat-amplitude ripple ratio: 0.03143
beat ratio, reference arm blocked: 0.03143
roll, rho=1: one-cycle size 0.0000 nm
roll, rho=1: two-cycle size 0.0614 nm
roll, rho=0.9: one-cycle size 0.3714 nm
roll, rho=0.9: two-cycle size 0.0628 nm
stray reflection power: 1.0e-03 of reference-arm power
stray reflection, one-cycle size: 1.770 nm
target speed: 1.0 mm/s; window: 10.0 us
largest change from motion: 0.0455 nm
air: n-1 = 2.7e-04, 293 K, warming 0.1 K
dead path: 20 mm; drift size: 1.842 nm
ripple slip over 100 mm: 0.00838 rad
largest error change from slip: 0.0133 nm
```
